# Tip Field and Depolarization Factor of a Conducting Prolate Spheroid

## Problem

A conducting filament growing in the insulating layer of a resistive memory cell concentrates the applied field at its tip. Model the filament as an uncharged, perfectly conducting prolate spheroid with semi-axis \(a\) along \(z\) and semi-axes \(b<a\) across it. It lies in an unbounded, uniform, linear dielectric of permittivity \(\varepsilon_h\). Far from it the field is \(E_0\hat{\mathbf z}\).

Use Gaussian units. The axial depolarization factor \(L\) is defined by the field inside a body of the same shape, in vacuum, with uniform polarization \(P\hat{\mathbf z}\): this field is \(-4\pi LP\,\hat{\mathbf z}\).

(a) Find the potential outside the spheroid by placing a line charge of density \(ks\) at \(z=s\) on the segment between its foci.

(b) Find the field on the axis, and in particular at the tip.

(c) Find the field over the whole surface, and from it \(L\). Evaluate \(L\) and the tip enhancement for \(a/b=10\).

(d) Examine the limits of a sphere and of a slender needle, and find how fast the field falls off ahead of the tip.

(e) Replace the conductor by a material of finite permittivity \(\varepsilon_i\). How large must \(\varepsilon_i/\varepsilon_h\) be for the conducting result to hold?

(f) Find the electrostatic free-energy change caused by the spheroid at fixed distant charges. Evaluate it for \(a=50\) nm, \(b=5\) nm, \(\varepsilon_h=20\) and \(E_0=0.1\) MV/cm, and compare it with that of a sphere of equal volume.

## Solution

### (a) The potential

The foci lie at \(z=\pm c\), with

\[
c=\sqrt{a^2-b^2}=ae,\qquad e=\sqrt{1-b^2/a^2}.
\]

Here \(e\) is the eccentricity, not a charge. Let \(\rho\) be the distance from the axis. In the dielectric a charge \(q\) has the potential \(q/(\varepsilon_h r)\), so the line charge gives

\[
\phi_1=\frac{k}{\varepsilon_h}\,I,\qquad
I=\int_{-c}^{c}\frac{s\,ds}{\sqrt{\rho^2+(s-z)^2}} .
\]

Write \(s=(s-z)+z\) in the numerator. With \(R_\pm\) the distances from the field point to the foci at \(\pm c\), both parts are elementary:

\[
I=(R_+-R_-)+z\ln\frac{c-z+R_+}{-c-z+R_-}.
\]

To simplify this, define \(u=(R_++R_-)/2\). Since \(R_\pm^2=\rho^2+(z\mp c)^2\), we have \(R_-^2-R_+^2=4cz\). Dividing by \(R_-+R_+=2u\) gives \(R_--R_+=2cz/u\), and therefore

\[
R_+=u-\frac{cz}{u},\qquad R_-=u+\frac{cz}{u}.
\]

The numerator and denominator of the logarithm now factorize:

\[
c-z+u-\frac{cz}{u}=(u+c)\left(1-\frac zu\right),
\]
\[
-c-z+u+\frac{cz}{u}=(u-c)\left(1-\frac zu\right).
\]

The common factor cancels. On the axis above the upper focus it vanishes, and the result holds there by continuity. Using \(\ln[(u+c)/(u-c)]=2\,\mathrm{artanh}(c/u)\),

\[
I=2z\,G(c/u),\qquad G(x)=\mathrm{artanh}\,x-x .
\]

A surface of constant \(u\) has a constant sum of focal distances. It is a spheroid with the same foci and semi-axes \(u\) and \(\sqrt{u^2-c^2}\). The conductor's surface is \(u=a\), where \(c/u=e\). There \(\phi_1\) is proportional to \(z\), and it cancels the applied potential \(-E_0z\) if

\[
k=\frac{\varepsilon_hE_0}{2G(e)} .
\]

The total potential outside is then

\[
\phi=-E_0z\,g(u),\qquad g(u)=1-\frac{G(c/u)}{G(e)} .
\]

This is the required solution. It is harmonic outside, because the line charge lies inside the spheroid. It is constant on the surface and approaches \(-E_0z\) far away. The net line charge is \(\int_{-c}^{c}ks\,ds=0\), so by Gauss's law the conductor is uncharged.

No other solution exists. The difference \(w\) of two solutions is constant on the surface, has no net flux through it and vanishes at infinity. Green's identity turns \(\int|\nabla w|^2dV\) into that constant times the net flux, plus a vanishing contribution from infinity. The integral is therefore zero, and \(w=0\).

### (b) The field on the axis

On the axis beyond the upper tip, \(R_+=z-c\) and \(R_-=z+c\), so \(u=z\). The field is

\[
E(z)=-\frac{d\phi}{dz}=E_0\left[g(z)+z\,g'(z)\right].
\]

From \(G'(x)=1/(1-x^2)-1=x^2/(1-x^2)\) and the chain rule,

\[
\frac{d}{dz}G(c/z)=-\frac{c}{z^2}\,\frac{c^2/z^2}{1-c^2/z^2}
=-\frac{c^3}{z^2(z^2-c^2)} .
\]

Hence

\[
\frac{E(z)}{E_0}=1-\frac{G(c/z)}{G(e)}+\frac{c^3}{z(z^2-c^2)\,G(e)} .
\]

At the tip, \(z=a\), the first two terms cancel. With \(a^2-c^2=a^2(1-e^2)\), the third gives

\[
\frac{E_{\rm tip}}{E_0}=\frac{e^3}{(1-e^2)(\mathrm{artanh}\,e-e)} .
\]

The host permittivity has dropped out, and so has the absolute size. A uniform dielectric changes the charge needed to screen the conductor, but not the ratio of the fields.

### (c) The surface field and the depolarization factor

On the surface \(g(a)=0\), so only the derivative of \(g\) contributes to the gradient:

\[
\mathbf E=E_0\,z\,g'(a)\,\nabla u .
\]

At the tip, part (b) gives \(E_{\rm tip}=E_0\,a\,g'(a)\), so \(\mathbf E=E_{\rm tip}(z/a)\nabla u\). To find \(\nabla u\), differentiate

\[
\frac{z^2}{u^2}+\frac{\rho^2}{u^2-c^2}=1
\]

and set \(u=a\), \(u^2-c^2=b^2\) afterwards:

\[
\frac{2z}{a^2}dz+\frac{2\rho}{b^2}d\rho
=2a\left(\frac{z^2}{a^4}+\frac{\rho^2}{b^4}\right)du .
\]

Let \(N^2\) denote the last bracket. The vector with components \((\rho/b^2,\;z/a^2)\) along \(\rho\) and \(z\) is normal to the surface and has length \(N\). The outward unit normal \(\mathbf n\) therefore has \(n_z=z/(a^2N)\), and

\[
\nabla u=\frac{\mathbf n}{aN},\qquad
E_n=E_{\rm tip}\frac{z}{a}\,\frac{1}{aN}=E_{\rm tip}\,n_z .
\]

The field inside the conductor is zero. By Gauss's law the total surface charge density, free charge plus the bound charge of the adjoining dielectric, is

\[
\sigma_{\rm tot}=\frac{E_n}{4\pi}=\tilde P n_z,\qquad \tilde P=\frac{E_{\rm tip}}{4\pi}.
\]

This is the surface charge of a body with uniform polarization \(\tilde P\). Since bound charge is already included, its field follows from the vacuum Coulomb law. Inside, that field must cancel \(E_0\). It is therefore uniform, as the definition of \(L\) presupposes, and

\[
4\pi L\tilde P=E_0\quad\Longrightarrow\quad
L=\frac{E_0}{E_{\rm tip}} .
\]

Combining this with part (b),

\[
L=\frac{1-e^2}{e^3}\left(\mathrm{artanh}\,e-e\right),\qquad
E_{\rm tip}=\frac{E_0}{L} .
\]

For \(a/b=10\), \(1-e^2=0.01\) and \(e=0.994987\). Then \(\mathrm{artanh}\,e=2.993223\), so \(G(e)=1.998235\), and \(e^3=0.985038\). Therefore

\[
L=\frac{0.01\times1.998235}{0.985038}=0.020286,\qquad
\frac{E_{\rm tip}}{E_0}=\frac1L=49.3 .
\]

An independent numerical solution gives the same enhancement. In it the charge per unit axial length was a free odd polynomial of degree seven, fixed by requiring zero total potential along the interior axis.

For \(E_0=0.1\) MV/cm the tip field is \(0.1\times49.3=4.93\) MV/cm. This is on the scale of the breakdown fields of high-permittivity oxides, so in such a host the assumption of a linear, insulating dielectric may fail near the tip.

### (d) Limiting shapes and the range of the enhancement

**Sphere.** For small \(e\), \(\mathrm{artanh}\,e-e=e^3/3+e^5/5+\dots\), so \(L\to1/3\) and \(E_{\rm tip}\to3E_0\). This is the known field at the pole of a conducting sphere.

**Slender needle.** Since \(1-e^2=b^2/a^2\),

\[
\mathrm{artanh}\,e=\frac12\ln\frac{(1+e)^2}{1-e^2}
=\ln\left[(1+e)\frac ab\right].
\]

For \(b\ll a\), \(e\to1\), and to leading order

\[
L\simeq\frac{b^2}{a^2}\left[\ln\frac{2a}{b}-1\right].
\]

At \(a/b=10\) this gives \(1/L\simeq50.1\), which is 1.6 percent above the full value.

The enhancement thus grows roughly as the square of the aspect ratio, reduced by a logarithm. The square comes from the tip's radius of curvature. Near the tip, the surface equation gives

\[
\rho^2=b^2\left(1-\frac{z^2}{a^2}\right)\simeq\frac{2b^2}{a}(a-z).
\]

A sphere of radius \(R\) has \(\rho^2\simeq2R(a-z)\) near its pole, so \(R=b^2/a\). The conductor is at zero potential, whereas the applied potential at the tip would be \(-E_0a\). If this difference were made up over a distance \(R\), the field would be \(E_0a/R=100E_0\). The actual value is smaller by the factor \(G(e)/e^3=2.03\), because the charge on the rest of the needle spreads the potential drop over a longer distance.

The logarithm also explains why doubling the aspect ratio from 10 to 20 raises the enhancement from 49.3 to 148, a factor of 3.0 instead of 4.

**Ahead of the tip.** Put \(z=a+d\) with \(d\ll a\). Then

\[
z^2-c^2=b^2+2ad+d^2\simeq a(R+2d).
\]

For a slender needle and \(d\) of order \(R\), the last term of the axial field dominates. Its ratio to its value at the tip gives

\[
E\simeq E_{\rm tip}\,\frac{R}{R+2d}.
\]

The field has halved at \(d=R/2\). In the example \(R=5^2/50=0.5\) nm. At \(d=0.5\) nm the estimate is \(49.3/3=16.4\), and the full formula gives 16.5. At 5 nm the full enhancement is 2.74, and at 50 nm it is 1.06. The peak field occupies a region about as small as the tip itself, but the decay beyond it goes only as \(1/d\): the full formula still gives an enhancement of 10 at \(d\approx2R\) and of 2 at \(d\approx16R\).

This also marks a limit of the model. A radius of 0.5 nm is comparable with atomic spacings, so at this size the smooth surface and the uniform dielectric are idealizations. So is the perfect conductor: in a poorly metallic filament the field can penetrate to a depth comparable with this radius. The 49.3 is a property of the continuum shape, not a prediction for a particular arrangement of atoms.

**Contact with an electrode.** On the plane \(z=0\) the potential vanishes. That plane can be replaced by a flat grounded electrode without changing the field above it. A half-spheroid of height \(a\) standing on the electrode therefore has the same tip enhancement, provided the counter-electrode is much farther away than \(a\). As the gap closes, the assumption of a uniform far field fails. For \(a/b=10\), with \(E_0\) taken as the voltage divided by the electrode spacing, image charges in both electrodes raise the tip field by about 0.4 percent at a spacing of \(3a\), 1.6 percent at \(2a\), 15 percent at \(1.2a\) and 32 percent at \(1.1a\). Switching layers in real cells are often only a few to a few tens of nanometres thick, so the 50 nm example illustrates the formulas rather than a typical device.

### (e) Finite permittivity

Let \(\kappa=\varepsilon_i/\varepsilon_h\). Try a uniform field \(E_i\) inside, with total surface charge \(\tilde Pn_z\). Part (c) showed that such a charge produces the uniform interior field \(-4\pi L\tilde P\), so

\[
E_i=E_0-4\pi L\tilde P .
\]

Across the surface the normal field jumps by \(4\pi\sigma_{\rm tot}\). Just outside it is \(E_n=(E_i+4\pi\tilde P)n_z\). There is no free surface charge, so the normal displacement is continuous:

\[
\varepsilon_h(E_i+4\pi\tilde P)=\varepsilon_iE_i
\quad\Longrightarrow\quad 4\pi\tilde P=(\kappa-1)E_i .
\]

The factor \(n_z\) has cancelled, so the condition holds over the whole surface and the trial solution is consistent. Eliminating \(\tilde P\), and using \(E_n=\kappa E_i\) at the tip,

\[
E_i=\frac{E_0}{1+L(\kappa-1)},\qquad
\frac{E_{\rm tip}}{E_0}=\frac{\kappa}{1+L(\kappa-1)} .
\]

This tends to \(1/L\) when \(\kappa\gg1/L\). At \(\kappa=1/L=49.3\) the enhancement is \(1/[L(2-L)]=24.9\), about half the conducting value. A sphere needs only \(\kappa\gg3\), so a needle needs a much larger permittivity ratio than a sphere to reach its own conducting limit.

For a steady current through a leaky host, continuity of the normal current replaces continuity of the displacement. The same formula then holds with \(\kappa\) equal to the ratio of the conductivities.

### (f) The free energy

Far from the spheroid, the line charge acts as a dipole

\[
p=\int_{-c}^{c}ks^2ds=\frac{2kc^3}{3}=\frac{\varepsilon_hE_0c^3}{3G(e)} .
\]

From part (c), \(G(e)=Le^3/(1-e^2)\), so \(c^3/G(e)=a^3(1-e^2)/L=ab^2/L\). With the volume \(V=4\pi ab^2/3\),

\[
p=\frac{\varepsilon_hab^2E_0}{3L}=\frac{\varepsilon_hV E_0}{4\pi L}.
\]

Let the applied field come from fixed distant charges \(Q_j\) at positions \(\mathbf r_j\). In a linear dielectric at fixed temperature the electrostatic free energy is half the sum of free charge times potential. The conductor is an equipotential with no net charge and contributes nothing to this sum. Introducing it changes the potential at each \(Q_j\) by \(\mathbf p\cdot\mathbf r_j/(\varepsilon_hr_j^3)\), so

\[
\Delta F=\frac12\sum_jQ_j\frac{\mathbf p\cdot\mathbf r_j}{\varepsilon_hr_j^3}.
\]

The field of these charges at the origin is \(\mathbf E_0=-\sum_jQ_j\mathbf r_j/(\varepsilon_hr_j^3)\). Hence

\[
\Delta F=-\frac12pE_0=-\frac{\varepsilon_hVE_0^2}{8\pi L} .
\]

For electrodes at fixed voltage \(U\), the relevant potential includes the work of the source and equals \(-CU^2/2\). A small capacitance change \(\delta C\) alters it by \(-U^2\delta C/2\). At fixed charge \(Q=CU\), the energy \(Q^2/(2C)\) changes by the same amount to first order. The result therefore also applies to a small filament between large electrodes at fixed voltage.

**Numbers.** The volume is 5236 nm³, or \(5.236\times10^{-18}\) cm³, and the field is 333.6 statV/cm. Then

\[
p=\frac{20\times5.236\times10^{-18}\times333.6}{4\pi\times0.020286}
=1.370\times10^{-13}\ \text{statC cm},
\]
\[
\Delta F=-\tfrac12\times1.370\times10^{-13}\times333.6
=-2.285\times10^{-11}\ \text{erg}=-14.3\ \text{eV}.
\]

A sphere of equal volume has \(L=1/3\) and gains 0.87 eV. The ratio of the gains is \(1/(3L)=16.4\). The needle's gain is about 550 times the thermal energy at 300 K, but it belongs to the whole body of 5236 nm³, not to one atom.

**How the gain depends on length.** Inserting the slender form of \(L\) gives

\[
\Delta F\simeq-\frac{\varepsilon_ha^3E_0^2}{6[\ln(2a/b)-1]} .
\]

To leading order the thickness enters only through the logarithm: the gain is set mainly by the length. At fixed \(b\), the bulk cost of converting insulator into conductor grows as \(ab^2\), and the interface cost of a long needle as \(ab\). Both are linear in \(a\), while the gain grows much faster: locally as about \(a^{2.5}\) at \(a/b=10\), with an exponent that approaches 3 only slowly, because the logarithm also grows with \(a\). Within this model, a sufficiently long filament can therefore lower its free energy by lengthening further, provided it is still short compared with the electrode spacing.

The worked example is far from that regime. Take an illustrative interface energy of 0.1 J/m², or 0.62 eV/nm². The surface area of a long needle is about \(\pi^2ab\), so the interface cost rises by about 31 eV per nm of \(a\), whereas the electrostatic gain rises by only about 0.7 eV per nm. At this field the electrostatic gain alone does not explain the growth of the filament; ignoring any bulk cost, it would balance the interface cost only at \(a\approx450\) nm. The conclusion depends on the field, however, because the gain scales as \(E_0^2\). For the same shape the two rates become equal at \(E_0\approx0.65\) MV/cm, below the 1 MV/cm produced by 1 V across 10 nm. The tip field would then be about 32 MV/cm, well beyond oxide breakdown, so the linear model cannot settle the question at such fields.

For a small body of fixed shape the balance is different. The interface cost scales as the square of its size and the electrostatic gain as the cube, so a positive interface energy dominates at small size. The \(-14.3\) eV is thus one term in the free energy of a filament. It does not by itself decide whether the filament forms.

The numerical output lists the main values, with further aspect ratios; apart from the finite-spacing corrections in part (d), the other numbers quoted here follow from them by the formulas above.

## Numbers as computed

```
Semi-axis a: 50.0 nm
Semi-axis b: 5.0 nm
Aspect ratio a/b: 10.0 (dimensionless)
Host permittivity: 20.0 (dimensionless)
Far field: 0.100 MV/cm
Far field, Gaussian: 333.564 statV/cm
Temperature: 300.0 K
Eccentricity e: 0.9949874 (dimensionless)
artanh(e): 2.9932228 (dimensionless)
artanh(e)-e: 1.9982354 (dimensionless)
1-e^2: 0.0100000 (dimensionless)
e^3: 0.9850376 (dimensionless)
Depolarization factor L: 0.0202859 (dimensionless)
Tip enhancement 1/L: 49.2954 (dimensionless)
Tip enhancement, charge solution: 49.2954 (dimensionless)
Tip field: 4.9295 MV/cm
Tip field, Gaussian: 16443.2 statV/cm
Tip radius b^2/a: 0.500 nm
Enhancement 0.5 nm ahead: 16.4833 (dimensionless)
Enhancement 5.0 nm ahead: 2.7407 (dimensionless)
Enhancement 50.0 nm ahead: 1.0576 (dimensionless)
Slender estimate of L: 0.0199573 (dimensionless)
Slender estimate of 1/L: 50.1069 (dimensionless)
Slender error in 1/L: 1.646 percent
Spheroid volume: 5235.99 nm^3
Induced dipole: 1.37026e-13 statC cm
Free-energy change: -2.28535e-11 erg
Free-energy change: -14.2641 eV
Equal-volume sphere: -0.8681 eV
Needle/sphere gain: 16.4318 (dimensionless)
Thermal energy: 0.025852 eV
Gain/thermal energy: 551.76 (dimensionless)
Aspect 2: L = 0.173564, 1/L = 5.762 (dimensionless)
Aspect 5: L = 0.055821, 1/L = 17.914 (dimensionless)
Aspect 10: L = 0.020286, 1/L = 49.295 (dimensionless)
Aspect 20: L = 0.006749, 1/L = 148.169 (dimensionless)
```
